# Normal emissivity of a semitransparent wafer from incoherent multiple reflections

**Q.** I measure a silicon wafer's temperature with a pyrometer while it is heated for an anneal. I know the reflectivity \(R\) of its polished face. What is not reflected is absorbed, so the emissivity is \(1-R\). Why should I need anything more?

**A.** Because light that enters the wafer can also leave it. Your statement holds if the light dies out inside. Below the band gap, cool silicon absorbs weakly, and part of the light reaches the rear face.

Let the wafer have thickness \(d\) and uniform absorption coefficient \(\alpha\) at the pyrometer wavelength. The fraction of power that survives one pass along the normal is
\[
t=e^{-x},\qquad x=\alpha d .
\]
Both faces are flat, parallel and lossless. Each reflects a fraction \(R\) of the power, from either side, and passes \(1-R\). So \(R\) belongs to one face; the whole wafer has a different reflectance, \(R_w\). For now I add powers and ignore interference.

**Q.** Then follow a beam through it. How much is absorbed?

**A.** Send in unit power along the normal. The first pass starts with \(1-R\) inside. Before the next pass begins, the light has crossed the wafer, factor \(t\), and been reflected, factor \(R\). The passes therefore start with powers
\[
(1-R),\quad (1-R)Rt,\quad (1-R)R^2t^2,\ \dots
\]
Each pass absorbs a fraction \(1-t\) of its starting power. Since \(Rt<1\), the geometric series converges, and the absorbed fraction is
\[
A=(1-R)(1-t)\sum_{m=0}^{\infty}(Rt)^m=\frac{(1-R)(1-t)}{1-Rt}.
\]

**Q.** That is quick. I would trust it more if the light that escapes made up the rest.

**A.** Light leaves through the rear after one pass, three passes, and so on. Each extra round trip brings two reflections and two crossings, a factor \(R^2t^2\):
\[
T_w=(1-R)t(1-R)\left[1+R^2t^2+\dots\right]=\frac{(1-R)^2t}{1-R^2t^2}.
\]
At the front there is the direct reflection \(R\). The first internal contribution enters, crosses, reflects, crosses back and leaves, which gives \((1-R)\,t\,R\,t\,(1-R)\). With the later round trips,
\[
R_w=R+\frac{R(1-R)^2t^2}{1-R^2t^2}.
\]
Over the common denominator, the numerator is \(R[1-R^2t^2+t^2-2Rt^2+R^2t^2]\). The terms in \(R^2t^2\) cancel:
\[
R_w=\frac{R(1+t^2-2Rt^2)}{1-R^2t^2}.
\]
The numerator of \(1-R_w-T_w\), over the same denominator, is
\[
\begin{aligned}
&1-R^2t^2-R-Rt^2+2R^2t^2-(1-R)^2t\\
&=(1-R)-Rt^2(1-R)-(1-R)^2t\\
&=(1-R)\left[1-Rt^2-t+Rt\right]\\
&=(1-R)(1-t)(1+Rt).
\end{aligned}
\]
Since \(1-R^2t^2=(1-Rt)(1+Rt)\), the factor \(1+Rt\) cancels, and \(1-R_w-T_w=A\).

**Q.** You have an absorptance. My pyrometer sees emission. What connects them?

**A.** Kirchhoff's law, which follows from equilibrium. Put the wafer in a black enclosure at the wafer's own temperature \(T\). Along the front normal, the enclosure sends the Planck radiance \(B\) towards both faces. The radiance leaving the front has three parts: reflected \(R_wB\), transmitted from behind \(T_wB\), and emitted \(\varepsilon B\). In equilibrium the radiance is \(B\) in each direction and at each frequency; otherwise a filter could drive heat between bodies at equal temperature. Hence
\[
\varepsilon B+R_wB+T_wB=B ,
\]
and therefore
\[
\boxed{\;\varepsilon=1-R_w-T_w=\frac{(1-R)(1-t)}{1-Rt}\;}
\]
This is the spectral emissivity along the normal. It also holds outside the enclosure if the material's emission depends on its local temperature alone, and if that temperature is uniform.

**Q.** In the annealer there is no such enclosure. Can you obtain the emission from the glowing material itself?

**A.** Yes, with equilibrium used only for the material, not for the whole wafer. Inside a medium of index \(n\) the equilibrium radiance is \(n^2B\). A slice of optical thickness \(d\tau\) absorbs a fraction \(d\tau\) of it, so it emits \(n^2B\,d\tau\) in each normal direction.

Refraction near the normal widens the solid angle by \(n^2\), so radiance leaving the wafer is multiplied by \((1-R)/n^2\). The \(n^2\) cancels.

Let \(\tau\) be the slice's optical depth below the front. Its upward ray reaches the front with weight \(e^{-\tau}\). Its downward ray reaches the rear with \(e^{-(x-\tau)}\), is reflected, and crosses the wafer, arriving with \(Rt\,e^{-(x-\tau)}\). Later round trips multiply both by \(1/(1-R^2t^2)\). Thus
\[
\varepsilon=\frac{1-R}{1-R^2t^2}\int_0^x\left[e^{-\tau}+Rt\,e^{-(x-\tau)}\right]d\tau .
\]
Both exponentials integrate to \(1-t\), so the integral is \((1-t)(1+Rt)\), and the boxed result returns.

**Q.** My wafer has a film on its back. Does the formula survive?

**A.** Not with a single \(R\). Let the front and rear reflectivities be \(R_f\) and \(R_b\), with both faces still lossless. For light entering at the front, passes towards the rear start with \(1-R_f\) and passes towards the front with \((1-R_f)tR_b\). Round trips repeat with factor \(R_fR_bt^2\). The absorbed fraction, and hence the front emissivity, is
\[
\varepsilon_f=\frac{(1-R_f)(1-t)(1+R_bt)}{1-R_fR_bt^2}.
\]
The enclosure argument still applies because the transmittance, \((1-R_f)(1-R_b)t/(1-R_fR_bt^2)\), is the same in both directions. Setting \(R_b=R_f\) restores the boxed formula.

I compared absorption, summed pass by pass, with emission, summed slice by slice, for six cases with face reflectivities from 0 to 0.8 and \(x\) from 0.05 to 4. The largest difference was \(7\times10^{-14}\).

An absorbing film, such as a metal, is outside this formula: it passes less than \(1-R\), and it emits on its own account. A rough face that scatters light out of the normal direction is outside it too.

**Q.** A polished wafer is an interferometer. What allows you to add powers?

**A.** Here, the width of the detected band. Take first a single wavelength \(\lambda\) and an extinction index \(k=\alpha\lambda/4\pi\) much smaller than \(n\), so that the face amplitude \(r\) is nearly real and \(r^2=R\). A round trip multiplies the amplitude by \(Ru\), where
\[
u=te^{i\phi},\qquad \phi=\frac{4\pi nd}{\lambda}.
\]
Adding amplitudes gives
\[
T_{\rm coh}=\frac{(1-R)^2t}{|1-Ru|^2},\qquad
R_{\rm coh}=R\left|\frac{1-u}{1-Ru}\right|^2 .
\]
Now average over one full cycle of \(\phi\). In the transmittance, expand \(1/(1-Ru)=\sum_m R^mu^m\). In the squared modulus, products of different powers carry \(e^{i(m-m')\phi}\) and average to zero. What remains is
\[
\left\langle\frac{1}{|1-Ru|^2}\right\rangle=\sum_{m=0}^\infty (Rt)^{2m}=\frac{1}{1-R^2t^2},
\]
which gives \(T_w\). For the reflectance, expand in the same way:
\[
\frac{1-u}{1-Ru}=1-(1-R)\sum_{m=1}^{\infty}R^{m-1}u^m .
\]
Its mean squared modulus is
\[
1+(1-R)^2\sum_{m=1}^{\infty}R^{2m-2}t^{2m}=1+\frac{(1-R)^2t^2}{1-R^2t^2}.
\]
Multiplied by \(R\), this is \(R_w\). The incoherent formula is thus the fringe average of the coherent one when \(k\ll n\).

One fringe corresponds to a change of \(\phi\) by \(2\pi\). With \(n\) constant over the band, \(|d\phi/d\lambda|=4\pi nd/\lambda^2\), so the fringe spacing is
\[
\Delta\lambda=\frac{\lambda^2}{2nd}.
\]
A band that covers many such spacings averages the fringes out.

**Q.** Before any numbers, does the result behave sensibly at its ends?

**A.** For an opaque wafer, \(t\to0\) and \(\varepsilon\to1-R\), your original statement. For weak absorption, put \(1-t=x-x^2/2+\dots\) and \(1-Rt=(1-R)+Rx+\dots\). Then
\[
\begin{aligned}
\varepsilon&=\left(x-\frac{x^2}{2}\right)\left(1-\frac{Rx}{1-R}\right)+O(x^3)\\
&=x-\frac{1+R}{2(1-R)}\,x^2+O(x^3).
\end{aligned}
\]
The leading term is \(\alpha d\), whatever \(R\) is. A more reflecting face admits less light, \(1-R\), but holds it for more passes, \(1/(1-R)\) on average when absorption is weak. The two effects cancel. This needs \(x\ll1-R\): if \(R\to1\) at fixed \(x>0\), the emissivity goes to zero.

Between the ends, differentiate at fixed \(R\):
\[
\frac{\partial\varepsilon}{\partial t}=(1-R)\frac{-(1-Rt)+R(1-t)}{(1-Rt)^2}=-\frac{(1-R)^2}{(1-Rt)^2}<0 .
\]
So \(\varepsilon\) rises steadily as the wafer becomes opaque. At fixed \(t\),
\[
\frac{\partial\varepsilon}{\partial R}=(1-t)\frac{-(1-Rt)+t(1-R)}{(1-Rt)^2}=-\frac{(1-t)^2}{(1-Rt)^2},
\]
which is small for a nearly transparent wafer, in line with the weak-absorption limit.

**Q.** Give me a wafer, then. Is the correction large enough to matter?

**A.** Take lightly doped silicon, 775 µm thick, seen at 2.5 µm, with \(n=3.5\). At normal incidence from air,
\[
R=\left(\frac{n-1}{n+1}\right)^2=\left(\frac{2.5}{4.5}\right)^2=0.3086 .
\]
The photon energy is 0.496 eV, below the model's gap of 0.824 eV even at 800 °C, so I attribute the absorption to free carriers. The thermal pair density varies as \(T^{3/2}e^{-E_g/2k_BT}\). The model's gap falls linearly from its extrapolated value \(E_{g0}\) at 0 K, \(E_g=E_{g0}-bT\) with \(b=3.5\times10^{-4}\) eV/K, so the linear part contributes only the constant factor \(e^{b/2k_B}\). I assume that absorption per carrier also grows as \(T^{3/2}\), which gives
\[
\alpha=\alpha_0\left(\frac{T}{T_0}\right)^3\exp\left[-\frac{E_{g0}}{2k_B}\left(\frac1T-\frac1{T_0}\right)\right],
\]
with rough values \(\alpha_0=20\ \mathrm{cm^{-1}}\) at \(T_0=873.15\) K (600 °C) and \(E_{g0}=1.2\) eV.

At 600 °C, \(x=20\times0.0775=1.55\) and \(t=0.2122\). Then
\[
\varepsilon=\frac{0.6914\times0.7878}{0.9345}=0.583 .
\]
The wafer reflects 0.315 and transmits 0.102, which completes the balance. The opaque value is 0.691.

**Q.** And what does my pyrometer show if I leave it set to 0.691?

**A.** Suppose first that it receives wafer emission alone. It reports the temperature \(T_a\) for which \((1-R)B(T_a)=\varepsilon B(T)\). In the Wien regime \(B\propto e^{-c_2/\lambda T}\), where \(c_2\) is the second radiation constant. Taking logarithms and dividing by \(-c_2/\lambda\) gives
\[
\frac1{T_a}=\frac1T-\frac{\lambda}{c_2}\ln\frac{\varepsilon}{1-R}.
\]
The logarithm is negative for a semitransparent wafer, so \(T_a<T\). Here \(c_2/\lambda=14388/2.5=5755\) K. At 600 °C the logarithm is \(-0.171\), so \(1/T_a=1.1453\times10^{-3}+0.0297\times10^{-3}\) K⁻¹ and \(T_a=851\) K, or 578 °C. The full Planck law gives these readings:

| True °C | \(\alpha\), cm⁻¹ | \(\varepsilon\) | Reading, °C |
|---|---|---|---|
| 400 | 0.86 | 0.062 | 252 |
| 500 | 4.95 | 0.279 | 416 |
| 600 | 20 | 0.583 | 578 |
| 700 | 63 | 0.688 | 699 |
| 800 | 164 | 0.691 | 800 |

In this model the opaque setting is off by 148 K at 400 °C and by about 1 K at 700 °C. At 400 °C, \(x=0.066\), and the weak-absorption expansion gives \(0.0664-0.0042=0.062\), close to the full value.

**Q.** Do the fringes really vanish for this wafer?

**A.** Their spacing is 1.15 nm, so a 50 nm band holds about 43 of them. At 400 °C a very narrow line would find an emissivity anywhere from 0.034 to 0.113, depending on its place in the fringe; at 600 °C the range is 0.51 to 0.66. The 50 nm average stays within 0.0006 of the incoherent value at both temperatures, wherever the band edges fall in the fringe pattern. A laser-based measurement would need the coherent expression, unless the thickness varies enough across the detected spot to average the fringes: a change of only \(\lambda/2n=0.36\) µm shifts the pattern by one full fringe. A spread of viewing angles does the same: the pattern moves by one fringe between the normal and the angle with \(\sin^2\theta\approx n\lambda/d\), about 6° here. The narrow-line ranges above therefore hold only for a nearly collimated view.

**Q.** My lamps are behind the wafer, and you found that it transmits. Surely that light reaches the pyrometer?

**A.** It does, and it can overturn the low readings in the table. Emissivity describes emitted light, not light passing through. Let the lamps, seen from the wafer, act as a blackbody at \(T_L\) diluted by a factor \(f\). The ratio of leaked to emitted light is
\[
\frac{T_w\,f\,B(T_L)}{\varepsilon B(T)} .
\]
With the rough choices \(T_L=2800\) K and \(f=0.10\), this is about 590 at 400 °C, 1.9 at 600 °C, 0.03 at 700 °C and below \(10^{-5}\) at 800 °C.

At 600 °C the total signal is \(0.583\times2.87=1.67\) in units of \(B(T)\), more than the 0.691 expected of an opaque wafer. The pyrometer then reads high, not low. Except near 800 °C, where the leak is negligible, the table therefore applies only if lamp light is blocked or subtracted in the detected band. Even that is not enough at the cool end. Lamp photons above the gap create extra carriers, which this \(\alpha(T)\) omits. With the same lamps and rough lifetimes, they raise the carrier density at 400 °C by about 10 % for strongly recombining faces and about threefold for well-passivated ones, taking \(\varepsilon\) from 0.062 to between 0.07 and 0.16. At 600 °C the change is below 1 %.

**Q.** In a spike anneal the wafer heats at hundreds of kelvin per second. Is it still isothermal?

**A.** Nearly. Let heat enter at the rear and none leave at the front, with volumetric heat capacity \(C\), conductivity \(\kappa\) and ramp rate \(\dot T\). Once the profile is steady apart from the common rise, \(\kappa\,d^2T/dz^2=C\dot T\), with zero slope at the front, \(z=0\). Integrating twice gives
\[
T(z)=T(0)+\frac{C\dot T}{2\kappa}z^2 .
\]
For \(C=2.1\) J/(cm³ K), \(\kappa=0.4\) W/(cm K) and 250 K/s, the rear is hotter by
\[
\frac{2.1\times250\times0.0775^2}{2\times0.4}=3.9\ \mathrm{K}.
\]
Lamp light absorbed deeper in the wafer, instead of at the rear face, makes this difference smaller. With the front at 600 °C and the full 3.9 K, I summed the emission of the slices, each at its own temperature and with its own \(\alpha\). The result equals that of a uniform wafer about 1 K hotter than the front face. This is small beside the 22 K emissivity error at that temperature. These constants suit 600 °C. Near a spike peak of 1050 °C the conductivity is lower, roughly 0.26 W/(cm K), and heat radiated from the front adds its own gradient, so the rear can be about 10 K hotter; the wafer is then opaque and the pyrometer sees the front. The ramp does need \(C\dot Td\approx41\) W/cm² of absorbed power, besides what replaces the heat the wafer radiates away. The lamps assumed above for the leak would send only about 35 W/cm² if \(f\) were the same at all wavelengths and angles, so a ramp this fast needs stronger lamps, and the leak grows with them.

**Q.** How near is all this to a wafer I would really load?

**A.** The thickness is that of a standard 300 mm wafer, and 250 K/s is a fast but realistic spike ramp. The optical constants are rough, so the temperature at which the wafer turns opaque is illustrative. For a pyrometer near 1 µm, absorption across the gap matters and this \(\alpha(T)\) does not apply.

Another assumption to check is light doping. For net doping \(N\), charge neutrality gives \(|n_e-p|=N\) for the electron and hole densities, and equilibrium gives \(n_ep=n_i^2\), where \(n_i\) is the intrinsic density. Hence \((n_e+p)^2=N^2+4n_i^2\). I take \(n_i=2\times10^{19}\,(T/300\ \mathrm{K})^{3/2}e^{-E_g/2k_BT}\) cm⁻³, which gives \(1.65\times10^{16}\) cm⁻³ at 400 °C. With \(N=10^{18}\) cm⁻³ there are then about 30 times as many carriers as in intrinsic material. With the same absorption per carrier, \(\varepsilon\) rises from 0.062 to 0.62, a factor of ten. At 600 °C it rises from 0.58 to 0.67. In real silicon, electrons and holes absorb differently, so these values also depend on whether the doping is n-type or p-type. With \(N=10^{15}\) cm⁻³ the extra carriers amount to less than 0.1 % at both temperatures. If electrons and holes differ in absorption by a factor of two, \(\alpha\) changes more than the carrier count, by about 1 % at 400 °C, which is still small.

**Q.** The implant itself adds carriers. Does it count?

**A.** After activation, yes. A sheet of \(10^{15}\) cm⁻² compares with \(2n_id\) thermal carriers per unit area. The ratio is 0.39 at 400 °C and 0.025 at 600 °C. So the emissivity during cooling can differ from that during heating at the same temperature. The ratio compares carrier numbers only. So dense a layer can also change the reflectivity of the front face, and with it the emissivity, even when the ratio is small or the wafer is opaque. Extra absorption alone is easy to include: in an isothermal wafer a depth-dependent \(\alpha\) enters only through \(x=\int\alpha\,dz\). The change of the front face is what the formula with the bare \(R\) does not describe.

**Q.** And the smaller things: the rear film, the viewing angle, the index?

**A.** I change one at a time. Lowering the rear reflectivity to 0.10 takes \(\varepsilon\) from 0.062 to 0.050 at 400 °C, and from 0.583 to 0.557 at 600 °C. The relative change, 20 % against 4 %, is larger where more light reaches the rear. For unequal faces the weak-absorption limit is
\[
\varepsilon_f\simeq x\,\frac{(1-R_f)(1+R_b)}{1-R_fR_b},
\]
here \(0.78x\), so the independence from reflectivity belongs to equal faces.

At 600 °C, viewing at 20° and averaging over polarization changes \(\varepsilon\) by less than 0.001. Raising \(n\) by 0.1, a rough allowance for heating, lowers it to 0.575. The derivative with respect to \(R\) explains this: \(R\) grows by 0.011, and \((0.7878/0.9345)^2\times0.011\approx0.008\). At 400 °C, checking that the doping really is light and that lamp light is kept out matters more than refining \(R\). The numerical output gives the remaining digits.

## Computed values

```
wafer thickness 775 um, wavelength 2.50 um, index 3.50
photon energy 0.496 eV, gap at 800 C 0.824 eV
model: alpha0 20.0 1/cm at 600 C, Eg0 1.20 eV
face reflectivity R 0.3086, opaque emissivity 0.6914
second radiation constant c2 14387.8 um K
largest error, ray sum against formula 1.1e-16
largest error, emission against absorption 7.0e-14
ramp: true temperature, absorption, one-pass t, emissivity, reading
  400 C: alpha 0.857 1/cm, alpha*d 0.0664, t 0.9357, eps 0.0625, reads 252.3 C, error -147.7 K
  500 C: alpha 4.950 1/cm, alpha*d 0.3836, t 0.6814, eps 0.2789, reads 416.0 C, error -84.0 K
  600 C: alpha 20.000 1/cm, alpha*d 1.5500, t 0.2122, eps 0.5828, reads 578.0 C, error -22.0 K
  700 C: alpha 62.831 1/cm, alpha*d 4.8694, t 0.0077, eps 0.6877, reads 699.1 C, error -0.9 K
  800 C: alpha 164.122 1/cm, alpha*d 12.7194, t 0.0000, eps 0.6914, reads 800.0 C, error -0.0 K
600 C: wafer reflectance 0.3153, transmittance 0.1019
600 C: bounce ratio R^2 t^2 0.00429, 1-t 0.7878, 1-Rt 0.9345
600 C: extinction index k 3.98e-04
fringe spacing 1.152 nm, pyrometer band 50 nm, fringes in band 43.4
  400 C: narrow-line eps 0.0345 to 0.1132, fringe mean 0.0625, 50 nm band 0.0624
  600 C: narrow-line eps 0.5111 to 0.6645, fringe mean 0.5828, 50 nm band 0.5827
600 C, view at 20 degrees: eps 0.5836
600 C, index larger by 0.1: eps 0.5751
400 C, rear-face reflectivity 0.10: front eps 0.0500, equal faces 0.0625
600 C, rear-face reflectivity 0.10: front eps 0.5570, equal faces 0.5828
ramp 250 K/s, heat capacity 2.1 J/(cm3 K), conductivity 0.4 W/(cm K)
rear face hotter than front by 3.94 K; emission matches a uniform wafer 1.05 K above the front
lamp 2800 K, effective black fraction 0.10
  400 C: leaked lamp light / wafer emission 592
  600 C: leaked lamp light / wafer emission 1.87
  700 C: leaked lamp light / wafer emission 0.0289
  800 C: leaked lamp light / wafer emission 6.45e-06
substrate doping 1e+18 1/cm3 (light: 1e+15), activated implant 1e+15 1/cm2
  400 C: n_i 1.65e+16 1/cm3, light doping adds 0.0459 % carriers, heavy doping gives eps 0.6249, implant/intrinsic carriers 0.391
  600 C: n_i 2.60e+17 1/cm3, light doping adds 0.0002 % carriers, heavy doping gives eps 0.6745, implant/intrinsic carriers 0.025
```
